# Does exact Kohn-Sham theory give the gap as an eigenvalue difference?

## Question

I calculate band gaps as the difference between the lowest empty and the highest occupied Kohn-Sham eigenvalue. With the usual approximate functionals the result is often too small. I have taken this to be a fault of the functional: if we knew the exact one, the eigenvalue difference would be the true gap.

Is that right? Is there a system small enough that the exact Kohn-Sham potential can be constructed, so that I could see the answer without trusting any approximation?

## Answer

No. Two interacting electrons in one dimension are enough to show it, because their exact Kohn-Sham (KS) potential follows from their density.

### Two different gaps

Let $E(N)$ be the ground-state energy of $N$ electrons in a fixed external potential $v$. The ionization energy and electron affinity of the two-electron system are

$$I=E(1)-E(2),\qquad A=E(2)-E(3).$$

The fundamental gap is $I-A$: the cost of taking an electron from one copy of the system and adding it to another, distant copy. For a solid this is the band gap. The KS gap is $\varepsilon_L-\varepsilon_H$, where $H$ is the highest occupied and $L$ the lowest empty orbital of the two-electron KS system. The question is whether these two numbers agree.

The model has

$$v(x)=-\frac{Zk}{\sqrt{x^2+a^2}},\qquad w(x,x')=\frac{k}{\sqrt{(x-x')^2+a^2}},\qquad k=\frac{e^2}{4\pi\epsilon_0},$$

with $w$ the repulsion between two electrons. I take $Z=4$ and $a=0.10$ nm, round values that stand for no particular material. There is no magnetic field, and all potentials vanish at infinity.

### The exact KS potential

The lowest spatial function $\psi(x_1,x_2)$ of the two-electron Hamiltonian has no nodes, so it is symmetric and the spins form a singlet. The density is $n(x)=2\int\psi(x,x')^2dx'$.

In the KS system both electrons occupy one orbital $\varphi$, so $n=2\varphi^2$ and $\varphi=\sqrt{n/2}$. The KS equation

$$-\frac{\hbar^2}{2m}\varphi''+v_s\varphi=\varepsilon_H\varphi$$

can then be solved for the potential:

$$v_s(x)=\varepsilon_H+\frac{\hbar^2}{2m}\frac{\varphi''(x)}{\varphi(x)}.$$

No functional has been chosen. Since $\varphi$ is positive, it is the lowest orbital of this potential: a lower one would also be positive and could not be orthogonal to it.

The constant $\varepsilon_H$ follows from the tail of the density. Let $\chi_j$ be the one-electron eigenstates in $v$, with energies $e_j$ and $e_0=E(1)$. Write $\psi(x_1,x_2)=\sum_j f_j(x_1)\chi_j(x_2)$, insert this into the Schrödinger equation and project on $\chi_j(x_2)$:

$$-\frac{\hbar^2}{2m}f_j''+v f_j+\sum_l w_{jl}f_l=\bigl[E(2)-e_j\bigr]f_j,\qquad w_{jl}(x)=\int\chi_j(x')\,w(x,x')\,\chi_l(x')\,dx'.$$

The energy on the right is $-I-(e_j-e_0)$, so $f_0$ decays most slowly. At large $|x|$ the leading part of $w$, $k/|x|$, does not depend on $x'$ and gives no coupling between different $\chi_j$. The remaining coupling falls at least as fast as $1/x^2$, so the other $f_j$ become small compared with $f_0$.

Because $n=2\sum_j f_j^2$, the orbital $\varphi$ approaches $|f_0|$. Comparing the equations for $\varphi$ and $f_0$ gives $v_s-\varepsilon_H\to v+w_{00}+I$. All three potentials vanish at infinity, hence

$$\varepsilon_H=-I .$$

So the occupied level does have the meaning one would like it to have. As a test, the constant was also fixed from the tail at $x=0.755$ nm, without using $I$. This gives $\varepsilon_H=-36.64$ eV, which agrees with $-I$ below.

### The numbers

The one-, two- and three-electron problems were solved on a grid without an orbital approximation, which gives

$$E(1)=-48.83,\qquad E(2)=-85.47,\qquad E(3)=-100.83\ \text{eV}.$$

Therefore

$$I=-48.83+85.47=36.64\ \text{eV},\qquad A=-85.47+100.83=15.36\ \text{eV},$$

$$I-A=36.64-15.36=21.28\ \text{eV}=3.41\times10^{-18}\ \text{J}.$$

The first empty level of the exact $v_s$ lies at $\varepsilon_L=-24.22$ eV, so

$$\varepsilon_L-\varepsilon_H=-24.22+36.64=12.42\ \text{eV}=1.99\times10^{-18}\ \text{J}.$$

The exact KS gap is 58% of the fundamental gap. A second grid, finer and in a narrower box, changes $I$, $A$ and the KS gap by less than $10^{-4}$ eV, so the difference is not a grid error.

Call the missing part $\Delta$. Using $\varepsilon_H=-I$,

$$\Delta=(I-A)-(\varepsilon_L-\varepsilon_H)=I-A-\varepsilon_L-I=-A-\varepsilon_L .$$

Here $\Delta=-15.36+24.22=8.86$ eV. The whole discrepancy sits in the empty level: $\varepsilon_H$ equals $-I$, but $\varepsilon_L$ does not equal $-A$.

### Why the empty level is too low

The reason can be derived for weak repulsion. Replace $w$ by $\lambda w$ and keep first order in $\lambda$. Let $\varphi_H,\varphi_L$ be the two lowest real orbitals in $v$ alone, with energies $\varepsilon_H^0,\varepsilon_L^0$, and define

$$J_{pq}=\iint\varphi_p(x)^2\,w\,\varphi_q(x')^2\,dx\,dx',\qquad K_{HL}=\iint\varphi_H(x)\varphi_L(x)\,w\,\varphi_H(x')\varphi_L(x')\,dx\,dx'.$$

**The real electrons.** The two-electron energy is $E(2)=2\varepsilon_H^0+\lambda J_{HH}$. A third electron goes into $L$. It repels both electrons in $H$, and exchange lowers the energy for the one with the same spin:

$$E(3)=2\varepsilon_H^0+\varepsilon_L^0+\lambda\,(J_{HH}+2J_{HL}-K_{HL}).$$

Subtracting,

$$-A=E(3)-E(2)=\varepsilon_L^0+\lambda\,(2J_{HL}-K_{HL}).$$

**The KS potential.** Write $\psi=\varphi_H\varphi_H+\lambda\psi_1$, and let $h$ be the one-electron Hamiltonian with potential $v$. The first-order equation is

$$(h_1+h_2-2\varepsilon_H^0)\,\psi_1=-(w-J_{HH})\,\varphi_H(x_1)\varphi_H(x_2).$$

Multiply by $\varphi_H(x_2)$ and integrate over $x_2$. Acting to the left, $h_2$ gives $\varepsilon_H^0$. With $g(x)=\int\psi_1(x,x')\varphi_H(x')dx'$ and $u(x)=\int w(x,x')\varphi_H(x')^2dx'$, this becomes

$$(h-\varepsilon_H^0)\,g=-(u-J_{HH})\,\varphi_H .$$

This is the first-order equation for an orbital in the potential $v+\lambda u$, with level $\varepsilon_H^0+\lambda J_{HH}$. The density is

$$n=2\varphi_H^2+4\lambda\varphi_H g+O(\lambda^2)=2(\varphi_H+\lambda g)^2+O(\lambda^2),$$

so $\varphi_H+\lambda g$ is the KS orbital and $v_s=v+\lambda u$. Its level equals $E(2)-E(1)=-I$, as it must.

This $v_s$ contains the repulsion of **one** electron. That is right for an electron in $H$, which has one partner. The empty orbital feels the same potential, so

$$\varepsilon_L=\varepsilon_L^0+\lambda\int\varphi_L^2\,u\,dx=\varepsilon_L^0+\lambda J_{HL}.$$

An electron that is really added meets two others. The difference is

$$\Delta=-A-\varepsilon_L=\lambda\,(J_{HL}-K_{HL}).$$

**The sign.** Consider

$$\frac12\iint w\,\bigl[\varphi_H(x)\varphi_L(x')-\varphi_L(x)\varphi_H(x')\bigr]^2dx\,dx'.$$

Each of the two squared terms gives $J_{HL}$ and the cross term gives $-2K_{HL}$, so the expression equals $\tfrac12(2J_{HL}-2K_{HL})=J_{HL}-K_{HL}$. Since $w>0$ and the bracket is not zero everywhere, it is positive. To first order, then, the KS gap of such a two-electron system is too small, and the discrepancy vanishes when the repulsion does.

With the repulsion scaled by $\lambda=0.002$, the exact solutions give $\Delta/[\lambda(J_{HL}-K_{HL})]=0.9999$. At full strength the formula is an estimate. With the KS orbitals it gives $10.192-1.205=8.987$ eV, 1.4% above the computed $\Delta$. The derivation does not promise such close agreement there, and the value depends on the orbitals used: with those of $v$ alone, as in the derivation, the formula gives $10.578-1.177=9.40$ eV, 6% above.

### What the KS gap resembles instead

Now promote an electron from $H$ to $L$ without changing the electron number. The spatial functions $[\varphi_H(x_1)\varphi_L(x_2)\mp\varphi_L(x_1)\varphi_H(x_2)]/\sqrt2$ belong to the triplet (minus) and the singlet (plus). Their repulsion energy is $\lambda(J_{HL}\mp K_{HL})$. Subtracting $E(2)$, the excitation energies are

$$\varepsilon_L^0-\varepsilon_H^0+\lambda(J_{HL}-J_{HH})\mp\lambda K_{HL}=(\varepsilon_L-\varepsilon_H)\mp\lambda K_{HL}.$$

The last step uses the first-order KS levels found above. The promoted electron has one partner, just as the KS potential assumes. The solutions at $\lambda=0.002$ confirm both signs.

At full strength the triplet lies at 11.39 eV and the singlet at 13.61 eV, on either side of the KS gap of 12.42 eV. The fundamental gap is at 21.28 eV. In this model the exact KS gap is therefore much closer to a neutral excitation energy than to $I-A$, although it equals neither.

### Where $\Delta$ hides: a jump of the potential

One may object that the KS potential ought to know about the added electron. It does, but only once some of that electron is present.

Let the average electron number be $2+\omega$ with $0<\omega<1$, which describes a statistical mixture of the two- and three-electron ground states:

$$n=(1-\omega)\,n_2+\omega\,n_3,\qquad E=(1-\omega)\,E(2)+\omega\,E(3).$$

The slope of $E$ is $-A$ above two electrons. Below, where two- and one-electron states are mixed, it is $-I$. The KS system now has two electrons in its lowest orbital and $\omega$ in the next.

The tail argument applies again. When one of three electrons is far away, it leaves the two-electron ground state behind, and its function decays with energy $E(3)-E(2)=-A$. Because $A<I$, $n_3$ decays more slowly than $n_2$ and dominates far out, however small $\omega$ is. In the KS system the partly filled orbital dominates there. Its level must therefore be $-A$.

Let $\omega\to0^+$. In any fixed inner region the density returns to $n_2$ and the doubly filled orbital returns to $\varphi$. The inversion formula then allows the potential to differ from the two-electron $v_s$ by a constant $C$ at most (assuming that the derivatives of the orbital converge too). The region where this holds grows as $\omega$ shrinks, so the partly filled orbital approaches the old empty orbital, with its level shifted to $\varepsilon_L+C$. This level must be $-A$:

$$\varepsilon_L+C=-A\quad\Longrightarrow\quad C=-A-\varepsilon_L=\Delta .$$

An arbitrarily small fraction of an electron lifts the inner potential by the full $\Delta$. A density fixes the potential only up to a constant. With that constant chosen so that the partly filled level lies at $-A$, as the tail argument requires, inverting the mixed densities numerically gives these shifts at $x=0$:

| $\omega$ | shift (eV) |
|---|---|
| $10^{-1}$ | 9.31 |
| $10^{-2}$ | 8.97 |
| $10^{-3}$ | 8.88 |
| $10^{-5}$ | 8.86 |

The limit is the $\Delta=8.86$ eV found above. Since $-A$ was put in, this agreement tests the return of the inner potential and of the empty level to their two-electron forms; the value $-A$ itself is tested from the tail below, for $\omega$ down to $10^{-3}$. At $x=0.087$ nm the shift for $\omega=10^{-5}$ is also 8.86 eV, so the inner potential moves rigidly.

Far out it does not, since both potentials vanish at infinity. There the potential contains the repulsion of two remaining electrons instead of one, a difference of about $k/|x|$. At $x=0.755$ nm this is $1.440/0.755=1.91$ eV, and the computed shift for $\omega=10^{-3}$ is 1.80 eV. How far out one must go depends on $\omega$, and the shift does not fall monotonically from $\Delta$ to $k/|x|$. For $\omega=10^{-5}$ the same point is not yet asymptotic: the doubly filled orbital still carries a large part of the density there, and the shift is negative by more than 3 eV.

The level $-A=-15.36$ eV can be read from the tail as well. At $x=0.755$ nm it comes out as $-15.36$ eV for $\omega=0.1$, but as $-15.26$ eV for $\omega=10^{-3}$. In the second case the doubly filled orbital still supplies 0.75% of the density at that point, so the asymptotic region begins further out.

Just below two electrons there is no jump. The slowest tail is then that of $n_2$, the occupied level stays at $-I$, and the same argument gives $C=0$. With the constant chosen so that this level lies at $-I$, the computed shift at $x=0$ for $2-10^{-3}$ electrons is $-0.0005$ eV.

The KS potential is the sum of $v$, the Hartree potential and the exchange-correlation potential. The first is fixed, and the second changes smoothly with the density. The jump therefore belongs to the exchange-correlation potential, which is the functional derivative of the exchange-correlation energy. Hence the name *derivative discontinuity*.

### What this means for your calculations

An approximate functional can shift your eigenvalue gap through its own errors, but removing those errors need not lead to $I-A$. In this model a perfect KS potential leads to 12.42 eV, not 21.28 eV.

Exact KS theory does contain the fundamental gap, in its total energies:

$$I-A=E(1)+E(3)-2E(2).$$

Equivalently, $\Delta$ must be added to the eigenvalue difference. The two-electron KS levels alone do not supply it. This statement concerns a local potential $v_s(x)$, the same for all orbitals. With nonlocal exchange, as in Hartree-Fock and in part in hybrid functionals, the empty orbital feels a different potential. The Hartree-Fock empty level is $\varepsilon_L^0+\lambda(2J_{HL}-K_{HL})=-A$ to first order, and in this model the Hartree-Fock eigenvalue gap is 21.44 eV, close to $I-A$.

The result has limits. The relation $I-A=(\varepsilon_L-\varepsilon_H)+\Delta$ defines $\Delta$; its form $\Delta=-A-\varepsilon_L$, and hence its identification with the jump of the potential, uses $\varepsilon_H=-I$. The positive sign of $\Delta$ was derived here to first order for two electrons and computed at full strength for one model; it is not a proof for every system. Nor does a finite model tell you how large $\Delta$ is in a given solid. One counterexample is enough, however, to show that exactness of the functional does not by itself turn the KS gap into the fundamental gap. The numerical check below covers the inversion, the weak-repulsion formulas and the jump.

## Values computed for the example and the checks

```
hbar^2/m = 0.076200 eV nm^2
k = e^2/(4 pi eps0) = 1.439965 eV nm
well charge number Z = 4, softening a = 0.10 nm
walls at +-0.90 nm, 61 points, spacing 0.02903 nm
E(1) = -48.830 eV
E(2) = -85.469 eV
E(3) = -100.829 eV
I = E(1)-E(2) = 36.639 eV
A = E(2)-E(3) = 15.360 eV
fundamental gap I-A = 21.278 eV = 3.4091e-18 J
KS occupied level eps_H = -36.639 eV
eps_H with constant from tail at x = 0.755 nm: -36.639 eV
KS first empty level eps_L = -24.221 eV
KS gap eps_L-eps_H = 12.417 eV = 1.9895e-18 J
Delta = 8.861 eV = 1.4196e-18 J
KS gap / fundamental gap = 0.584
largest change of I, A, KS gap on second grid = 7.6e-05 eV
J_HL with KS orbitals = 10.192 eV
K_HL with KS orbitals = 1.205 eV
first-order estimate J_HL-K_HL = 8.987 eV
neutral excitation, triplet = 11.388 eV
neutral excitation, singlet = 13.611 eV
weak test: repulsion scaled by 0.002
weak: Delta/(J-K) = 0.9999
weak: (triplet - KS gap)/K = -0.9998
weak: (singlet - KS gap)/K = 1.0001
shift of KS potential for 2+omega electrons, relative to 2:
omega = 1e-01: at x=0 9.311 eV, at x=0.087 nm 9.367 eV
omega = 1e-02: at x=0 8.966 eV, at x=0.087 nm 8.988 eV
omega = 1e-03: at x=0 8.876 eV, at x=0.087 nm 8.879 eV
omega = 1e-04: at x=0 8.862 eV, at x=0.087 nm 8.863 eV
omega = 1e-05: at x=0 8.861 eV, at x=0.087 nm 8.861 eV
omega = 1e-03: shift at x=0.755 nm = 1.798 eV
partly filled level from the tail, and density share of the
doubly filled orbital at the same point:
omega = 1e-01, x = 0.610 nm: -15.348 eV, share 8.9e-04
omega = 1e-01, x = 0.755 nm: -15.358 eV, share 1.0e-04
omega = 1e-02, x = 0.610 nm: -15.268 eV, share 7.2e-03
omega = 1e-02, x = 0.755 nm: -15.348 eV, share 7.9e-04
omega = 1e-03, x = 0.610 nm: -14.533 eV, share 6.6e-02
omega = 1e-03, x = 0.755 nm: -15.256 eV, share 7.5e-03
largest relative density error of inversion = 4.4e-09
2-omega electrons, omega = 1e-03: shift at x=0 = -0.0005 eV
```
